\section*{Full Bunching of N Identical Photons in a Linear Interferometer}

\section{What symmetry fixes}

Let $N$ photons enter $N$ different input ports of a passive linear interferometer, one photon per port. Let $U_{kj}$ be the amplitude for a single photon to pass from input $j$ to output $k$. We want the probability that all $N$ photons leave through one chosen output $k$.

Place in front of input $j$ an element that multiplies the transmitted amplitude by a complex number $t_j$, with $|t_j|\le 1$. Every photon must arrive, and one photon passes this element, so the amplitude for the whole event is multiplied by $t_j$ once. This holds for each input separately. Moreover, the field at output $k$ contains the inputs only through the coefficients $U_{k1},\dots,U_{kN}$. The amplitude therefore has degree one in each of these coefficients, and the probability must have the form
\begin{equation}
P(\text{all in }k)=C_N\prod_{j=1}^{N}|U_{kj}|^2 .
\label{eq:form}
\end{equation}
The phases of the $U_{kj}$ have dropped out; phases inside the interferometer matter only through the moduli $|U_{kj}|$. The number $C_N$ can depend on $N$ and on whether the photons are identical, but not on the interferometer. The ratio of the probabilities for identical and for distinguishable photons is thus a universal number for each $N$, and it remains to show that $C_N=N!$ for identical photons and $C_N=1$ for fully distinguishable ones.

\section{Assumptions and the two probabilities}

The operators $a_j^\dagger$ and $b_k^\dagger$ create a photon in input $j$ and output $k$. The interferometer acts as
\begin{equation}
a_j^\dagger\longrightarrow\sum_k U_{kj}\,b_k^\dagger,\qquad [b_k,b_l^\dagger]=\delta_{kl}.
\label{eq:map}
\end{equation}
Gain, squeezing and interaction between photons are excluded. We first take $U$ to be unitary and the same for every frequency, arrival time and polarization present in the photons. The detector counts photons at $k$ without resolving these internal properties.

\subsection{Identical photons}

The input state $\prod_j a_j^\dagger|0\rangle$ has norm one because the ports are different. By Eq.~\eqref{eq:map} it becomes
\begin{equation}
|\Psi\rangle=\prod_{j=1}^{N}\Big(\sum_l U_{lj}b_l^\dagger\Big)|0\rangle .
\label{eq:out}
\end{equation}
To place all photons in $k$, the term $l=k$ must be taken from every bracket. There is one such term,
\begin{equation}
|\Psi_k\rangle=\Big(\prod_{j=1}^{N}U_{kj}\Big)(b_k^\dagger)^N|0\rangle ,
\label{eq:part}
\end{equation}
and it is orthogonal to the rest, which has fewer than $N$ photons in $k$. The probability is its squared norm.

Write $\nu_N=\langle0|b^N(b^\dagger)^N|0\rangle$ for $b=b_k$. Moving one $b$ to the right past $N$ creation operators gives one commutator from each, so $[b,(b^\dagger)^N]=N(b^\dagger)^{N-1}$. Since $b|0\rangle=0$,
\begin{equation}
\nu_N=\langle0|b^{N-1}\,b\,(b^\dagger)^N|0\rangle=N\nu_{N-1},\qquad \nu_0=1,
\label{eq:norm}
\end{equation}
and hence $\nu_N=N!$. Therefore
\begin{equation}
P_{\rm id}=N!\prod_{j=1}^{N}|U_{kj}|^2 .
\label{eq:id}
\end{equation}
Equation~\eqref{eq:norm} also shows how the factor builds up: adding the $n$th photon to a mode that already holds $n-1$ identical photons contributes a factor $n$. This is the same bosonic factor that governs stimulated emission.

\subsection{Fully distinguishable photons}

Now give photon $j$ an internal label $s_j$, with different labels orthogonal. The interferometer does not change the label. The part of the output with every photon in $k$ is
\begin{equation}
\Big(\prod_{j=1}^{N}U_{kj}\Big)\prod_{j=1}^{N}b_{k,s_j}^\dagger|0\rangle .
\label{eq:dispart}
\end{equation}
The creation operators belong to $N$ different modes, each occupied once, so the state to the right of the amplitudes has norm one:
\begin{equation}
P_{\rm dist}=\prod_{j=1}^{N}|U_{kj}|^2 .
\label{eq:dist}
\end{equation}
This is the product of independent single-photon probabilities. If all $U_{kj}$ of the occupied inputs are nonzero, Eqs.~\eqref{eq:id} and \eqref{eq:dist} give
\begin{equation}
\boxed{\;\frac{P_{\rm id}}{P_{\rm dist}}=N!\;}
\label{eq:ratio}
\end{equation}
If $U_{kj}=0$ for an occupied input, because no path leads to $k$ or because the paths cancel, both probabilities are zero and the ratio is undefined.

\section{Loss and the largest possible probability}

A lossy interferometer has a transfer matrix $T$ that is not unitary. Loss can be described by coupling to additional modes that start empty and are not observed. $T$ is then a block of a larger unitary matrix, to which the derivation applies. Equations~\eqref{eq:part} and \eqref{eq:dispart} use only row $k$, so $U_{kj}$ is replaced by $T_{kj}$. Finding all $N$ photons in $k$ already implies that none was lost. Loss changes both probabilities by the same factor and leaves Eq.~\eqref{eq:ratio} unchanged. This factor can even exceed one, because loss in one arm can weaken destructive interference at $k$.

The factor $N!$ cannot push a probability above one. A row of a unitary matrix has unit norm, so $q_j=|T_{kj}|^2$ obeys $\sum_j q_j\le1$ over the occupied inputs. The geometric mean does not exceed the arithmetic mean, and thus
\begin{equation}
P_{\rm id}=N!\prod_j q_j\le N!\Big(\frac1N\sum_j q_j\Big)^N\le\frac{N!}{N^N}.
\label{eq:ceiling}
\end{equation}
A lossless balanced $N$-port, with all $q_j=1/N$, reaches the limit. For $N=2,3,4$ the limit is $0.500$, $0.222$ and $0.094$, against $0.250$, $0.037$ and $0.0039$ for distinguishable photons. The relative enhancement grows with $N$ while the event itself becomes rarer.

For $N=2$ the balanced device is a 50:50 beam splitter. Each output receives both photons with probability $1/2$, so nothing is left for one photon in each output. For distinguishable photons that outcome has probability $1/2$. The bunching gain is paid for by other outcomes.

\section{Partly distinguishable photons}

Suppose photon $j$ has the normalized spectral amplitude $\phi_j(\omega)$ and the interferometer may depend on frequency. The packet from input $j$ that arrives at $k$ is
\begin{equation}
f_j(\omega)=T_{kj}(\omega)\phi_j(\omega),\qquad
G_{ij}=\int f_i^*(\omega)f_j(\omega)\,d\omega .
\label{eq:gram}
\end{equation}
With $B^\dagger(f)=\int f(\omega)b_k^\dagger(\omega)\,d\omega$, the part of the state with all photons in $k$ is $\prod_jB^\dagger(f_j)|0\rangle$, and $[B(f_i),B^\dagger(f_j)]=G_{ij}$. In its squared norm, move $B(f_1)$ to the right until it meets the vacuum. Each creation operator $B^\dagger(f_j)$ that it passes leaves a factor $G_{1j}$ and is removed. Repeating this for $B(f_2),\dots,B(f_N)$ pairs every annihilation operator with a different creation operator, in all possible ways:
\begin{equation}
P=\sum_{\sigma}\prod_{j=1}^{N}G_{j\sigma(j)}\equiv{\rm perm}\,G ,
\label{eq:perm}
\end{equation}
where $\sigma$ runs over the $N!$ permutations. Orthogonal labels that the interferometer leaves alone would remove all terms except the identity, so the distinguishable reference is $\prod_jG_{jj}$. With $S_{ij}=G_{ij}/\sqrt{G_{ii}G_{jj}}$ the ratio becomes
\begin{equation}
R=\frac{P}{\prod_jG_{jj}}={\rm perm}\,S .
\label{eq:R}
\end{equation}

By the Cauchy--Schwarz inequality $|S_{ij}|\le1$, so each of the $N!$ terms has modulus at most one and $R\le N!$. Equality requires every term to equal one. The term that exchanges only $i$ and $j$ is $|S_{ij}|^2$, so all packets must be parallel. Conversely, parallel normalized packets differ by phases $\alpha_j$, giving $S_{ij}=e^{i(\alpha_j-\alpha_i)}$. In a product over a permutation each phase appears once with each sign and cancels, so every term is one. For pure photons, the ratio is therefore $N!$ if and only if the packets \emph{arriving at} $k$ have the same spectral amplitude up to a constant factor. Their normalized spectra must agree, and their spectral phases may differ only by a constant, which also fixes a common arrival time. Photons that are identical at the input satisfy this if the response is flat over their spectrum.

\subsection{Gaussian packets}

Let the packets have the same width $\sigma$, centres $\omega_i$ and delays $\tau_i$, with $\phi_i\propto e^{-(\omega-\omega_i)^2/4\sigma^2+i\omega\tau_i}$. Set $\delta=\omega_i-\omega_j$, $\tau=\tau_j-\tau_i$ and $\bar\omega=(\omega_i+\omega_j)/2$. Completing the square,
\begin{equation}
\frac{(\omega-\omega_i)^2+(\omega-\omega_j)^2}{4\sigma^2}
=\frac{(\omega-\bar\omega)^2}{2\sigma^2}+\frac{\delta^2}{8\sigma^2}.
\end{equation}
The first term on the right leaves a normalized Gaussian, whose Fourier integral is $e^{i\bar\omega\tau-\sigma^2\tau^2/2}$. For a flat interferometer this gives
\begin{equation}
|S_{ij}|^2=\exp\!\left(-\sigma^2\tau^2-\frac{\delta^2}{4\sigma^2}\right).
\label{eq:gauss}
\end{equation}
For two photons $R=1+|S_{12}|^2$. If their centre frequencies are equal, this falls from 2 to 1 as the delay grows.

\subsection{Mixed photons}

If every photon has the same mixed state $\rho$ and the interferometer is flat over the spectrum, Eq.~\eqref{eq:R} must be averaged over independent draws from $\rho$. A cycle of length $\ell$ in a permutation contributes $\langle f_1|f_2\rangle\langle f_2|f_3\rangle\cdots\langle f_\ell|f_1\rangle$, whose average is ${\rm Tr}\,\rho^\ell$. Three objects have one identity permutation, three exchanges and two three-cycles, so
\begin{equation}
R_{N=3}=1+3\,{\rm Tr}\,\rho^2+2\,{\rm Tr}\,\rho^3 .
\label{eq:mixed}
\end{equation}

\section{Three photons in a silicon mesh}

Take a four-port mesh at 1550 nm with six directional couplers, not all of the same strength, acting in turn on ports (1,2), (3,4), (2,3), (1,2), (3,4) and (2,3). The arms differ by up to $31\,\mu$m within a layer, and the inputs have unequal losses. The settings are listed in the numerical output. Photons enter inputs 1, 2 and 3. Output 3 shows the most bunching, and its single-photon transmissions are
\begin{equation}
q_1=0.06795,\qquad q_2=0.21322,\qquad q_3=0.12471 .
\end{equation}
Equations~\eqref{eq:dist} and \eqref{eq:id} give
\begin{equation}
P_{\rm dist}=q_1q_2q_3=1.807\times10^{-3},\qquad
P_{\rm id}=6P_{\rm dist}=1.084\times10^{-2}.
\end{equation}
As a test, the three-photon state was evolved directly in Fock space, with the loss modes included. It gave these two values and a ratio of 6.000000 at each of the four outputs, although $P_{\rm id}$ at output 2 is only $3.9\times10^{-4}$. The transmissions add to $0.406$, so the first bound in Eq.~\eqref{eq:ceiling} is $6(0.406/3)^3=0.0149$. The chip reaches about 73\% of it; the rest is lost to unequal $q_j$.

With pump pulses at 100 MHz and a herald probability of $0.005025$ per source and pulse (for the source parameters given under double pairs below), all three heralds fire $10^8\times0.005025^3=12.69$ times per second. Suppose that each such triple contains exactly one photon per source. The expected hourly counts are then $3600\times12.69\times0.01084=495$ for identical photons and 83 for distinguishable ones; multiple pairs, treated below, raise both, to about 524 and 95. If the counts are Poissonian, the relative uncertainty of their ratio after one hour in each setting is $\sqrt{1/495+1/83}\approx12\%$. Reaching 2\% takes about 35 hours in each setting.

\subsection{Departures from the ideal ratio}

The following effects are evaluated one at a time at output 3; their joint effect is not computed.

\paragraph{Chip dispersion.} The photons have a bandwidth of 0.10 nm (12.5 GHz) and a duration of 35 ps, both full widths at half maximum. With group index 4.2, an arm difference of $31\,\mu$m delays a packet by 0.4 ps, and the ratio falls short of 6 by only $3\times10^{-4}$ for the phase index 2.4 used here; for phase indices between 2.3 and 2.5 the shortfall at this output is typically $5\times10^{-4}$ but reaches about 0.1 in unfavourable cases. With all arm differences made 200 times longer, and couplers and photons unchanged, the longest difference within a layer is 6.2 mm, or 87 ps. The ratio is then 1.57 for a phase index of exactly 2.4. This value only illustrates the effect: an index of 2.4001 gives 2.70, and indices between 2.3 and 2.5 give values from about 1.2 to 3.6. The longer arms also change the phases at the central frequency, but in a flat interferometer phases would leave the ratio at 6. The loss of bunching comes from the frequency dependence, although its size also depends on these phases, which set how the delayed parts of each packet interfere.

\paragraph{Source mismatch.} Offsets of $0$, $0.010$ and $-0.005$ nm and delays of 0, 3 and $-2$ ps give, by Eq.~\eqref{eq:gauss}, squared overlaps of 0.976, 0.992 and 0.943 for the pairs 12, 13 and 23. With the identity term these add to 3.911. The two three-cycles add 1.911, and the ratio is 5.82.

\paragraph{Purity.} For ${\rm Tr}\,\rho^2=0.92$ and geometrically decreasing mode weights, ${\rm Tr}\,\rho^3=0.880$. Equation~\eqref{eq:mixed} gives $1+2.760+1.760=5.52$, a shortfall of 8\%.

\paragraph{Double pairs.} Let a source emit $n$ pairs with probability proportional to $x^n$, and let the herald detector fire if it registers at least one photon, each with efficiency $\eta$. Relative to a heralded single pair, a heralded double pair has weight
\begin{equation}
w=x\,\frac{1-(1-\eta)^2}{\eta}=x(2-\eta)=0.015
\end{equation}
for $x=0.01$ and $\eta=0.5$. To see its effect, let $M_m$ be the mean number of $m$-photon subsets found in $k$, which is $\langle b^{\dagger m}b^m\rangle/m!$. For inputs with $n_j$ photons, expand $b^m=(\sum_jT_{kj}a_j)^m$. Terms that remove different numbers $r_j$ of photons from the inputs are orthogonal, so
\begin{equation}
M_m=\sum_{r_1+r_2+\cdots=m}\frac{m!}{\prod_jr_j!}\prod_j\binom{n_j}{r_j}q_j^{r_j}.
\label{eq:moments}
\end{equation}
If photons from different sources are distinguishable, the counts are independent and the factor $m!/\prod_jr_j!$ is absent. With four photons present, a count of three has probability $M_3-4M_4$, because four photons contain four triples. Let $Q=q_1q_2q_3$, $A=\sum_iq_i^2\sum_{j\ne i}q_j=0.01469$ and $B=Q\sum_iq_i=7.33\times10^{-4}$. Summing over which source emits twice, to first order in $w$,
\begin{equation}
R=\frac{6Q+w(36Q+3A-48B)}{Q+w(6Q+A-4B)}
=\frac{0.01195}{0.002146}=5.57 .
\end{equation}
The terms in $A$ take two photons from one source and one from another, so the factor $m!/\prod_jr_j!$ in Eq.~\eqref{eq:moments} is $3!/(2!\,1!)=3$ instead of 6. The terms in $B$ remove events with all four photons in $k$, which are enhanced by 12. Both lower the ratio. Terms of higher order, such as a triple pair from one source or double pairs from two sources, lower it further, to 5.54.

\paragraph{Smaller effects.} Dark counts at 100 per second in a 1 ns window change the ratio by $-1\times10^{-5}$. The estimated Kerr phase is $1\times10^{-8}$ rad, the two-photon absorption probability $4\times10^{-9}$, and the thermal occupation at 300 K $4\times10^{-14}$ photons per mode.

\subsection{Relation to real chips}

The indices, bandwidth and couplers are round values in the rough range of silicon photonics. The total losses of 3 to 4 dB and the herald efficiency of 0.5 are optimistic once fibre coupling, filters and detectors are counted. With one pair per source, more loss common to all inputs leaves the ratio at 6, but multiplies the three-photon rate by the cube of the extra transmission factor. The assumptions that matter most here are pure, matched photons and one pair per source: relaxing them separately, with the values chosen above, moves the ratio from 6 to between 5.52 and 5.82. This range is not general: multiple pairs alone give 5.43 for $x=0.01$, $\eta=0.1$, and about 4.3 for $x=0.05$, $\eta=0.5$.

The count also requires a detector that resolves three photons. One substitute is to divide output $k$ equally among $D\ge N$ detectors and demand one click in each of $N$ chosen ones. For identical photons, $(b_k^\dagger)^N|0\rangle/\sqrt{N!}$ contains this outcome with amplitude $N!\,D^{-N/2}/\sqrt{N!}$, hence probability $N!/D^N$. Distinguishable photons can be assigned to the chosen detectors in $N!$ ways, each with probability $D^{-N}$, which gives the same value. The division costs counts but leaves the ratio $N!$ intact, provided that one photon per source is present.

\section*{Computed results}
\begin{verbatim}
Balanced N-port: all photons in one chosen output
 N=2: identical 0.500000, distinguishable 0.250000, ratio 2.000000
 N=3: identical 0.222222, distinguishable 0.037037, ratio 6.000000
 N=4: identical 0.093750, distinguishable 0.003906, ratio 24.000000
Wavelength 1550 nm, bandwidth FWHM 0.1 nm
Bandwidth 12.478 GHz, sigma 3.3295e+10 rad/s
Photon duration FWHM 35.36 ps
Coupler cross powers [0.5, 0.45, 0.55, 0.4, 0.6, 0.5]
Extra arm lengths, layer 1: [ 0. 12. 31.  7.] um
Extra arm lengths, layer 2: [18.  0.  9. 26.] um
Extra arm lengths, layer 3: [ 5. 22.  0. 14.] um
Phase index 2.4, group index 4.2
Coupler angle slope 0.40 percent/nm
Input losses [1.  1.5 2.  1.2] dB; common loss 2.0 dB
Chip, photons in inputs 1, 2, 3; all three in output k
 k=1: identical 9.40256e-03, distinguishable 1.56709e-03, ratio 6.000000
 k=2: identical 3.90557e-04, distinguishable 6.50929e-05, ratio 6.000000
 k=3: identical 1.08412e-02, distinguishable 1.80687e-03, ratio 6.000000
 k=4: identical 7.30061e-03, distinguishable 1.21677e-03, ratio 6.000000
Output with most bunching: 3
Its single-photon transmissions 0.067953 0.213216 0.124708
Pair parameter 0.01, herald eff. 0.5
Pulse rate 100 MHz; herald probability per source 0.005025
Heralded triples 12.689 per s
Bunched events per hour: identical 495.25, distinguishable 82.54
Neglected effects, each alone, at that output
Chip dispersion: ratio 5.999725, shortfall from 6: 2.75e-04
Arm differences x200 (longest 6.2 mm): ratio 1.5697
Source wavelength offsets [ 0.     0.01  -0.005] nm
Source delays [ 0.  3. -2.] ps
Squared overlaps 12, 13, 23: 0.97644 0.99213 0.94280
Source mismatch: ratio 5.8227
Purity 0.92, Tr rho^3 0.88020: ratio 5.5204
Double-to-single pair weight 0.0150: ratio 5.5689
Dark counts 100 per s, window 1.0 ns: ratio change -1.10e-05
Kerr 200 and two-photon absorption 50 per W per m, length 5.0 mm
Kerr phase 1.45e-08 rad; absorption 3.62e-09
Thermal photons per mode at 300 K: 3.65e-14
\end{verbatim}
